# Why Ion-Beam Ripples Stop Growing: Linear Instability and Nonlinear Erosion

An oblique ion beam etches a nearly flat surface that carries a ripple of amplitude 0.05 nm and wavelength about 40 nm. Linear stability theory says that the ripple multiplies its height by \(e\) every 126 s. If that law held for ten such times, the amplitude would exceed a micrometre, on a ripple whose wavelength is still 40 nm. Does the instability really predict this, and if not, what stops the growth?

## A ripple that disobeys the exponential

Let \(h(x,t)\) be the surface height and \(s=h_x\) its slope. Subscripts \(x\) and \(t\) denote derivatives. The ripples vary only along \(x\), and the beam travels towards \(+x\) and downwards, at angle \(\theta\) from the mean surface normal. The amplitude \(a\) is half the crest-to-trough height of the fundamental Fourier component.

**Erosion.** A beam of flux \(J\) delivers \(J(\cos\theta+s\sin\theta)\) ions per unit horizontal area and time, because a face that rises towards \(+x\) faces the beam. The local incidence angle is \(\varphi=\theta-\arctan s\). With atomic volume \(\Omega\) and sputter yield \(Y\), the surface recedes vertically at the speed
\[
V(s)=\Omega J(\cos\theta+s\sin\theta)\,Y(\theta-\arctan s).
\]
The yield is taken in the Yamamura form
\[
Y(\varphi)=Y_0(\cos\varphi)^{-f}\exp[-g(\sec\varphi-1)].
\]
Since \(\cos\theta+s\sin\theta=\sqrt{1+s^2}\cos\varphi\), we may write \(V=\Omega J\sqrt{1+s^2}\,F(\varphi)\) with \(F=Y\cos\varphi\). The first two derivatives of \(\ln F\) at \(\varphi=\theta\) are
\[
p=\tan\theta\,(f-1-g\sec\theta),
\]
\[
q=\sec^2\theta\,(f-1-g\sec\theta)-g\tan^2\theta\sec\theta .
\]
Hence \(F'/F=p\) and \(F''/F=p^2+q\). To second order \(\arctan s=s\) and \(\sqrt{1+s^2}=1+s^2/2\), so
\[
V=V_0\left[1-ps+\tfrac12(1+p^2+q)s^2\right]+O(s^3).
\]
The first term is uniform recession. The second, \(V_1s\) with \(V_1=-pV_0\), moves the pattern sideways at speed \(V_1\) without changing its height. The third defines
\[
\lambda=-V''(0)=-V_0(1+p^2+q).
\]

**Redistribution.** Ions also push surface atoms along the surface. The arriving flux contributes a factor \(\cos\varphi\) and the push along the surface a factor \(\sin\varphi\). With strength \(Q\), the current is
\[
j(s)=Q\cos\varphi\sin\varphi=\frac Q2\sin[2(\theta-\arctan s)].
\]
For \(\alpha=\arctan s\), \(\cos2\alpha=1-2s^2+O(s^4)\) and \(\sin2\alpha=2s-2s^3+O(s^5)\). Therefore
\[
j=j_0+\nu s-\eta s^2-\nu s^3+O(s^4),
\]
\[
\nu=-Q\cos2\theta,\qquad \eta=Q\sin2\theta .
\]
Conservation of volume makes the height change at the rate \(-\partial_xj\). With a linear smoothing term of strength \(K\), the model is
\[
h_t=-V(h_x)-\partial_xj(h_x)-Kh_{xxxx}.
\]

**Linear prediction.** For \(h\propto e^{ikx}\), two derivatives give \(-k^2\) and four give \(k^4\). Apart from drift, the growth rate is
\[
\sigma(k)=\nu k^2-Kk^4 .
\]
It can be positive only if \(\nu>0\), that is, for \(\theta>45^\circ\). Setting \(d\sigma/d(k^2)=\nu-2Kk^2=0\) gives the fastest ripple:
\[
k^2=\frac{\nu}{2K},\qquad \sigma=\frac{\nu^2}{4K}.
\]

Take \(\theta=65^\circ\), \(J=10\) ions/(nm² s), \(\Omega=0.02\) nm³, \(Y_0=1\), \(f=1.9\), \(g=0.6\), \(Q=1\) nm²/s and \(K=13\) nm⁴/s. The formulas give \(V_0=0.191\) nm/s, \(\nu=0.643\) nm²/s and \(\lambda=1.377\) nm/s. Then
\[
k=\sqrt{\frac{0.643}{2\times13}}=0.157\ \text{nm}^{-1},
\]
\[
\sigma=\frac{0.643^2}{4\times13}=0.00795\ \text{s}^{-1}.
\]
The wavelength is \(2\pi/k=40.0\) nm and the e-folding time is 126 s.

Integrating the model with the full functions \(V(s)\) and \(j(s)\), in a cell one wavelength long, gives:

| Time (s) | Linear \(a\) (nm) | Full-slope \(a\) (nm) |
|---:|---:|---:|
| 126 | 0.136 | 0.135 |
| 252 | 0.369 | 0.358 |
| 378 | 1.004 | 0.816 |
| 503 | 2.73 | 1.17 |
| 755 | 20.2 | 1.24 |
| 1259 | 1101 | 1.24 |

The linear law is good at first and then fails completely. The final slopes lie between \(-0.23\) and \(0.21\). They remain above the grazing slope \(-\cot\theta=-0.466\), at which the surface would fall as steeply as the beam. No part of the surface is therefore shadowed.

A second run shows which process is responsible. It has the same start, angle, drift, smoothing and full redistribution current, but \(V(s)\) is replaced by its constant and linear terms. The ripple then reaches the grazing slope after about 500 s, with amplitude about 2.6 nm, twice the level at which the complete model settles. In this example the nonlinear slope dependence of erosion sets the limit; nonlinear redistribution does not stop the growth before the model ceases to apply.

## The general statement

Linear theory gives the initial growth rate, not the final height. For the fastest ripple in this one-dimensional model, held in a cell one wavelength long, with \(\lambda\ne0\), \(8\eta^2k^2\ll\lambda^2\), and slopes small enough that \(V''(s)\) changes little across them (hence well below the grazing slope), erosion stops the growth near
\[
a_s=2\sqrt2\,\frac{\nu}{|\lambda|}.
\]
The condition on \(\eta\) keeps the quadratic part of redistribution weak beside erosion, as the section on redistribution shows. Small slopes alone do not ensure this near 45°, where \(\eta\) is much larger than \(\nu\). In the example \(8\eta^2k^2/\lambda^2=0.06\). Nonlinear redistribution may restrain growth or speed it up, according to the beam angle and the wavelength.

For the example,
\[
a_s=\frac{2\sqrt2\times0.643}{1.377}=1.32\ \text{nm}.
\]
The full-slope result, 1.24 nm, is about 6% below this estimate. The linear law would reach \(a_s\) at
\[
t=\frac{\ln(1.321/0.050)}{0.00795}=412\ \text{s},
\]
after a beam fluence of \(4.1\times10^{17}\) ions/cm². A smaller starting ripple delays this time logarithmically, but the starting height does not enter \(a_s\).

## Proof from two harmonics

Move with the drift, subtract the uniform recession, and keep the leading erosion nonlinearity. Under the stated conditions the nonlinear part of the current is a small correction and is left out here:
\[
h_t=-\nu h_{xx}-Kh_{xxxx}+\frac{\lambda}{2}h_x^2 .
\]
This is the Kuramoto–Sivashinsky equation. Squaring the slope of a wave \(k\) produces a wave \(2k\), so the smallest useful description contains both:
\[
h=Ae^{ikx}+Be^{2ikx}+\text{complex conjugate}.
\]
The slope has coefficient \(ikA\) at \(e^{ikx}\), \(-ikA^*\) at \(e^{-ikx}\), and \(2ikB\) at \(e^{2ikx}\). In \(h_x^2\), the coefficient at \(e^{2ikx}\) is
\[
(ikA)^2=-k^2A^2 .
\]
At \(e^{ikx}\) it is
\[
2(2ikB)(-ikA^*)=4k^2A^*B .
\]
The mean part of \(h_x^2\) changes only the recession speed. Leaving out third and higher harmonics, we obtain
\[
\dot A=\sigma_1A+2\lambda k^2A^*B,
\]
\[
\dot B=\sigma_2B-\frac{\lambda}{2}k^2A^2,
\]
where \(\sigma_1=\sigma(k)\) and \(\sigma_2=\sigma(2k)=4\nu k^2-16Kk^4\).

At the fastest ripple, \(\nu k^2=\nu^2/(2K)\) and \(Kk^4=\nu^2/(4K)\). Thus
\[
\sigma_1=\frac{\nu^2}{4K},\qquad
\sigma_2=\frac{2\nu^2}{K}-\frac{4\nu^2}{K}=-\frac{2\nu^2}{K}.
\]
The fundamental grows, but the harmonic it creates is strongly damped. In a steady state \(\dot B=0\), so
\[
B=-\frac{\lambda k^2A^2}{2|\sigma_2|}.
\]
Inserting this in \(\dot A=0\) and dividing by \(A\) gives
\[
0=\sigma_1-\frac{\lambda^2k^4}{|\sigma_2|}|A|^2 .
\]
Since \(k^4=\nu^2/(4K^2)\),
\[
|A|^2=\frac{\sigma_1|\sigma_2|}{\lambda^2k^4}
=\frac{\nu^4/(2K^2)}{\lambda^2\nu^2/(4K^2)}
=\frac{2\nu^2}{\lambda^2}.
\]
The fundamental is \(2|A|\cos(kx+\text{phase})\), so \(a_s=2|A|=2\sqrt2\,\nu/|\lambda|\).

**Stability.** A steady state limits growth only if nearby ripples return to it. Choose the origin of \(x\) so that \(A=A_0\) is real; then \(B=B_0\) is real too. Small real changes \((u,v)\) of \((A,B)\) obey
\[
\dot u=2\lambda k^2A_0v,\qquad
\dot v=-\lambda k^2A_0u-|\sigma_2|v,
\]
because \(\sigma_1+2\lambda k^2B_0=0\). The matrix has trace \(-|\sigma_2|<0\) and determinant \(2\lambda^2k^4A_0^2>0\), so both changes decay.

Imaginary changes \((iu,iv)\) obey
\[
\dot u=2\sigma_1u+2\lambda k^2A_0v,
\]
\[
\dot v=-\lambda k^2A_0u-|\sigma_2|v .
\]
The determinant is \(-2\sigma_1|\sigma_2|+2\lambda^2k^4A_0^2=0\), by the steady-state condition. The zero eigenvalue is a sideways shift of the whole ripple. The other equals the trace, \(2\sigma_1-|\sigma_2|=-3\nu^2/(2K)<0\). Within the two-harmonic system the finite ripple is stable, apart from the freedom to shift it. This covers only disturbances with the ripple's own period. In a cell two wavelengths long, the steady ripple of the quadratic equation is unstable to a disturbance of doubled period, which grows at about \(0.11\sigma_1\).

**Neglected harmonics.** Integrating the quadratic equation with its higher harmonics gives 1.356 nm, about 3% above the two-harmonic value. A start 20 times larger leads to the same 1.356 nm. The computed ratio \(|B/A|\) is 0.165; the two-harmonic value is \(|\lambda||A|/(8\nu)=\sqrt2/8=0.177\).

**Shape.** For \(\lambda>0\), \(B\) is negative when \(A\) is positive. At the crest the two curvatures oppose each other, while at the trough they add. The two-harmonic ripple therefore has rounded crests and sharper troughs. Reversing the sign of \(\lambda\) exchanges the two shapes but leaves \(a_s\) unchanged.

## Where the growth goes

The quadratic term limits the ripple without acting as friction. Differentiate the quadratic equation with respect to \(x\):
\[
s_t=-\nu s_{xx}-Ks_{xxxx}+\lambda s s_x .
\]
Multiply by \(s\) and average over a period, written \(\langle\cdots\rangle\). Integration by parts gives
\[
\frac12\frac{d}{dt}\langle s^2\rangle
=\nu\langle s_x^2\rangle-K\langle s_{xx}^2\rangle
+\lambda\langle s^2s_x\rangle .
\]
The last average is zero, because \(s^2s_x=\partial_x(s^3/3)\) is the derivative of a periodic function. Nonlinear erosion neither creates nor destroys slope variance. It passes variance from the growing wave to shorter waves, where smoothing removes it. In the computed steady ripple, 87% of the variance gained by the fundamental is lost in the second harmonic, and the rest in higher ones.

This also shows when the exponential begins to fail. While the ripple is small, \(A^2\), and hence \(B\), grows at rate \(2\sigma_1\). Putting \(\dot B=2\sigma_1B\) in the second mode equation gives
\[
B=-\frac{\lambda k^2A^2}{2(|\sigma_2|+2\sigma_1)} .
\]
The growth rate of \(A\) is then
\[
\sigma_1-\frac{\lambda^2k^4|A|^2}{|\sigma_2|+2\sigma_1}
=\sigma_1\left[1-\frac45\left(\frac{a}{a_s}\right)^2\right],
\]
since \(\lambda^2k^4|A|^2=\sigma_1|\sigma_2|(a/a_s)^2\) and \(|\sigma_2|=8\sigma_1\). The rate is 10% below its linear value when \(a=\sqrt{0.125}\,a_s\), or 0.47 nm here. The peak slope is then only about 0.07. No universal slope therefore marks the failure of the linear law; what matters is the amplitude relative to \(\nu/|\lambda|\).

## When redistribution helps or hinders

Now restore the nonlinear current. Its contribution to \(h_t\) is
\[
\eta\,\partial_x(s^2)+\nu\,\partial_x(s^3).
\]
Consider a ripple just inside the short-wave limit \(k^2=\nu/K\), where \(\sigma_1\ll|\sigma_2|\) and \(B\) follows \(A\) with \(\dot B\) negligible. A derivative multiplies the coefficient at \(e^{ikx}\) by \(ik\) and that at \(e^{2ikx}\) by \(2ik\). Hence
\[
B=-\frac{k^2A^2}{|\sigma_2|}\left(\frac\lambda2+2i\eta k\right),
\]
and the quadratic terms add \(4k^2(\lambda/2+i\eta k)A^*B\) to \(\dot A\). The real part of the product of brackets is \(\lambda^2/4-2\eta^2k^2\).

For the cubic term, the coefficient of \(s^3\) at \(e^{ikx}\) is
\[
3(ikA)^2(-ikA^*)=3ik^3|A|^2A .
\]
Its derivative is \(-3k^4|A|^2A\). A cubic term in \(V(s)\) has no such derivative, so at this order it changes the ripple's speed and not its growth. The growth rate is therefore \(\sigma_1-G|A|^2\), with
\[
G=k^4\left[3\nu+\frac{\lambda^2-8\eta^2k^2}{|\sigma_2|}\right].
\]
Positive \(G\) restrains growth. Near this limit erosion contributes \(\lambda^2\), which restrains growth whatever the sign of \(\lambda\); the quadratic part of redistribution has the opposite sign.

Without erosion, and with \(|\sigma_2|\to12\nu k^2\) at the limit,
\[
G\to\nu k^4\left(3-\frac23\tan^2 2\theta\right),
\]
because \(\eta/\nu=-\tan2\theta\). This vanishes at \(\tan^22\theta=4.5\), or \(\theta=57.6^\circ\). Between 45° and 57.6°, redistribution nonlinearity speeds growth; above 57.6° it restrains it.

Integrations at \(k=0.99\sqrt{\nu/K}\), starting from a peak slope of 0.02 with \(Q\) and \(K\) fixed, confirm both signs. Without erosion, nonlinearity raises the growth rate by 9.9% of its linear value at 50° and lowers it by 1.1% at 65°. Including erosion at 65° lowers it by 5.3%. Each change agrees with the formula to within 1% of the change. The angle 57.6° belongs to this current law, this wavelength and linear smoothing.

## Limits of the result

The peak slope of the predicted fundamental is
\[
ka_s=\sqrt{\frac{\nu}{2K}}\;\frac{2\sqrt2\,\nu}{|\lambda|}
=\frac{2\nu^{3/2}}{|\lambda|\sqrt K}.
\]
It is 0.208 in the example, where the formula is good to 6%. A small value alone is not enough, because \(V''(s)\) changes faster with slope at more oblique incidence. With the same parameters at 70°, \(ka_s=0.16\) but the full-slope ripple settles 18% above \(a_s\). At 75°, \(ka_s=0.15\) but the ripple passes \(a_s=0.83\) nm and reaches the grazing slope at about 1.3 nm. As \(\lambda\to0\) it diverges: the formula then fails, and nonlinear redistribution, higher slope terms in the erosion or shadowing decide the outcome. At fixed angle, \(\lambda\) and \(K\), the slope grows as \(Q^{3/2}\). Raising \(Q\) from 1 to \((0.466/0.208)^{2/3}=1.7\) nm²/s would bring the predicted slope to grazing. This is not a safe limit: in the example the steepest slope, 0.23, already exceeds that of the predicted fundamental, and at \(Q=1.3\) nm²/s, where the predicted slope is only 0.31, the full-slope ripple no longer saturates but reaches grazing after about 430 s.

A wide surface does not settle into the single-period ripple, which is unstable there. The quadratic equation was also integrated on a surface 16 wavelengths wide for 150 e-folding times. After the first 25 were discarded, the rms slope in the later half was 0.99 times that in the earlier half. The time-averaged gain and loss of slope variance agreed to 0.1%. The rms height was 1.8 nm, against \(1.32/\sqrt2=0.93\) nm for a single sinusoid of amplitude \(a_s\). This height depends on the start and on the width: other random starts give 1.6 to 1.7 nm, a surface 4 wavelengths wide about 1.1 nm, and one 64 wavelengths wide about 2.7 nm. The rms slope stays near 0.13 to 0.14 in all these cases, close to \(ka_s/\sqrt2=0.147\). On a wide surface it is the slope, not the height, that the formula estimates. Patterns that also vary across the beam need a two-dimensional treatment.

The parameters represent, roughly, 500 eV argon ions etching a semiconductor surface that the beam has made amorphous. The current density is 160 µA/cm², and ripples tens of nanometres long are reasonable for this regime. \(Q\), \(K\) and the yield constants are round model choices, not measurements, and the sensitivity to \(Q\) makes the predicted height correspondingly uncertain. The largest omission sized here is the dependence of erosion on surface curvature. For an ion depth \(d\) of roughly 1 nm, a rough scale for the relative change in \(\nu\) is \(V_0d/\nu=0.3\); the actual change depends on the depth and on how the ion energy is spread in the solid. For a Gaussian energy distribution at 65°, with depths from 1 to 2.4 nm and widths between a third and a half of the depth, this term lowers \(\nu\) by anything from a few per cent to about three quarters. At fixed \(\lambda\), \(a_s\) changes by the same fraction as \(\nu\). The depth is small compared with the ripple length, with \(k\) times depth equal to 0.16. Using the curved surface's full geometry in the smoothing term lowers the full-slope amplitude from 1.24 to 1.20 nm. If the absorbed beam power leaves by black-body radiation from one face, with surroundings at 300 K, the surface reaches about 340 K; the model has no temperature dependence. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
beam angle: 65.0 deg; energy: 500 eV
beam flux: 10.0 ions/(nm^2 s) = 160.2 uA/cm2
atomic volume: 0.020 nm^3
yield parameters Y(0), f, g: 1.0, 1.9, 0.6
Q: 1.000 nm^2/s; K: 13.000 nm^4/s
flat erosion speed V0: 0.1913 nm/s; drift V1: 0.2132 nm/s
nu: 0.6428 nm^2/s; eta: 0.7660 nm^2/s; lambda: 1.3766 nm/s
fastest wave number: 0.1572 nm^-1; wavelength: 39.96 nm
linear rate: 0.007946 s^-1; e-fold time: 125.9 s
initial amplitude: 0.050 nm
predicted saturated amplitude: 1.321 nm
predicted fundamental peak slope: 0.208
linear time to that amplitude: 412.0 s
corresponding beam fluence: 4.120e+17 ions/cm2
quadratic-model saturated amplitude: 1.356 nm
same model, 20 times larger start: 1.356 nm
second/first harmonic amplitude: 0.165
slope-variance loss in second harmonic: 86.7 %
full-slope saturated amplitude: 1.237 nm
full-slope crest-to-trough height: 2.510 nm
full-slope range: -0.230 to 0.210
time (s) | linear amplitude (nm) | full-slope amplitude (nm)
125.9 | 0.136 | 0.135
251.7 | 0.369 | 0.358
377.6 | 1.004 | 0.816
503.4 | 2.730 | 1.170
755.1 | 20.171 | 1.237
1258.5 | 1101.323 | 1.237
without V curvature, grazing reached at: 503 s
amplitude at that point: 2.59 nm
near-cutoff growth-rate change / linear rate: measured, predicted
redistribution only, 50 deg: 0.09933, 0.09984
redistribution only, 65 deg: -0.01062, -0.01060
with erosion, 65 deg: -0.05286, -0.05287
near-cutoff redistribution sign change: 57.62 deg
wide surface: 16 wavelengths, 150 e-fold times
wide-surface rms height: 1.793 nm; slope: 0.134
late/early rms slope: 0.990
wide-surface slope gain/loss: 1.0004
amplitude with curved smoothing geometry: 1.204 nm
rough ion depth: 1.0 nm; k times depth: 0.157
rough omitted erosive curvature / nu: 0.298
grazing slope magnitude: 0.466
radiative heating estimate, 300 K surroundings: 344.4 K
```
